# Rejection-free kinetic Monte Carlo for defect reactions and interface segregation

Consider a small cell of a crystal during an anneal. Its state $x$ is a list of defect counts. Reaction channel $j$ changes $x$ into $x+v_j$ at the rate $a_j(x)$, called its propensity, and the total is $A(x)=\sum_j a_j(x)$. Suppose that events have no memory and that the rates stay constant until the next event. How long does the state last, and which reaction ends it?

Two symmetries and the meaning of a rate fix the answer. Let $S(t)$ be the probability that nothing has happened by time $t$. Without memory, a state that has survived for a time $s$ is statistically as good as new, so

$$S(t+s)=S(t)S(s).$$

A decreasing solution with $S(0)=1$ is $e^{-ct}$, where $c$ is an inverse time. The probability of an event in a short time $dt$ is $A\,dt$, which gives $c=A$.

The second symmetry concerns labels. Two channels with rates $a$ and $b$ may be renamed as one channel of rate $a+b$ without changing the physics. At fixed total $A$, the selection probability $p$ must therefore obey $p(a+b)=p(a)+p(b)$. A non-negative additive function is linear, and $p(A)=1$ then gives

$$p_j=\frac{a_j}{A}.$$

This is a ratio of rates and hence dimensionless, as a probability must be. Since survival leaves the state as good as new, the same probabilities apply whenever the event comes: channel and waiting time are independent.

The algebra uses atomic units, $\hbar=m_e=e=1$, and $\theta=k_BT$ is an energy. Numerical energies are in eV, lengths in angstrom and times in ns.

## What a fixed time step gets wrong

The direct way to simulate such a cell is to advance time by a small step $h$ and let channel $j$ fire with probability $a_jh$. After $n=t/h$ steps the survival probability is $(1-Ah)^n$. Expanding its logarithm for small $Ah$,

$$\frac{t}{h}\ln(1-Ah)=-At-\frac{A^2th}{2}+O(A^3th^2).$$

To leading order the survival probability is too small by the relative amount $A^2th/2$. At $t=1/A$ this is $Ah/2$. A relative error of $10^{-3}$ there requires $h=0.002/A$, or 500 steps per mean waiting time, nearly all of them empty. A step short enough for the most active state is also wastefully short for a quiet one.

The cure is to take $h\to0$ in the algebra instead of on the computer. The probability that nothing happens up to $\tau$ and that channel $j$ then fires within $d\tau$ is

$$e^{-A\tau}a_j\,d\tau=\left(\frac{a_j}{A}\right)\left(Ae^{-A\tau}d\tau\right).$$

The first factor is the channel probability and the second is a normalized exponential density, so the independence found by symmetry appears as a product.

To draw the waiting time, take a random number $u$ uniform on $(0,1]$ and set

$$\tau=-\frac{\ln u}{A}.$$

The condition $\tau>t$ means $u<e^{-At}$, which has probability $e^{-At}$, as required. To draw the channel, take a second, independent number $w$ uniform on $[0,1)$ and choose the first $j$ for which $a_1+\dots+a_j>wA$. Channel $j$ owns an interval of length $a_j$ out of $A$. One step of the algorithm is then:

1. Compute all $a_j(x)$ and their sum $A$. If $A=0$, stop.
2. Draw $\tau$ and $j$.
3. Advance time by $\tau$, replace $x$ by $x+v_j$, and return to the first line.

If a record is wanted at a fixed time that lies inside a waiting interval, the state to record is the one held before the event.

## Why the whole trajectory is right

A correct single step must still give correct probabilities after many steps. Let $u_x(t)$ be the mean of some function $f$ of the state at time $t$, for trajectories that start in $x$. Either no event has occurred by $t$, or the first one occurred at some $s<t$, after which the algorithm restarts with fresh random numbers. Hence

$$u_x(t)=e^{-At}f_x+\int_0^t e^{-As}g(t-s)\,ds,$$

$$g(r)=\sum_j a_j(x)\,u_{x+v_j}(r),$$

with $A=A(x)$. The substitution $r=t-s$ turns the integral into $e^{-At}\int_0^t e^{Ar}g(r)\,dr$. Differentiating the prefactors gives $-Au_x$, and differentiating the upper limit gives $g(t)$:

$$\frac{du_x}{dt}=\sum_j a_j(x)\left[u_{x+v_j}-u_x\right].$$

In matrix form this is $du/dt=Qu$, where $Q_{xy}$ is the total rate from $x$ to $y\ne x$ and $Q_{xx}=-A(x)$. For finitely many states the unique solution is $u(t)=e^{Qt}f$. The mean of $f$ is also $\sum_y p_y(t)f_y$, for every $f$, so the row of state probabilities is $p(t)=p(0)e^{Qt}$, and $dp/dt=pQ$. Written out,

$$\frac{dp_y}{dt}=\sum_j a_j(y-v_j)\,p_{y-v_j}-A(y)\,p_y.$$

This is the master equation: gain from states that lead to $y$, minus loss from $y$. The algorithm reproduces its law without a time-step error. What remains is the sampling error of a finite number of trajectories, and any error in the rates themselves.

## A cell with an interface

The cell has $N=5$ dopant atoms, $K=3$ initial self-interstitials and an interface with $M=4$ traps. $D$ counts isolated dopants, $I$ free interstitials, $P$ mobile dopant–interstitial pairs and $T$ dopants segregated at the interface, so $D=N-P-T$. The state is $(I,P,T)$, and the reactions are

- binding, $D+I\to P$, with $a=k_bDI$;
- splitting, $P\to D+I$, with $a=k_dP$;
- trapping, $P+\text{empty trap}\to T+I$, with $a=k_tP(M-T)$;
- emission, $T+I\to P+\text{empty trap}$, with $a=k_eTI$;
- loss of an interstitial at a sink, with $a=k_sI$.

The products count the combinations of reactants that can react.

The parameters are round model values and describe no particular material. A cube of edge 40 Å with 20 Å$^3$ per site has $L=40^3/20=3200$ bulk sites. The temperature is 1000 K, so $\theta=0.08617$ eV, and the attempt rate is $\nu=10^4$ ns$^{-1}$. Free interstitials and pairs both migrate over a barrier $E_m=0.6$ eV. The pair binding energy is $E_b=0.5$ eV, and a trapped dopant lies $E_s=0.7$ eV below an isolated one.

An interstitial hops at the rate $\nu e^{-E_m/\theta}=9.465$ ns$^{-1}$. In a well-mixed cell each hop finds a given site with probability $1/L$, so

$$k_b=k_t=\frac{\nu}{L}e^{-E_m/\theta}=2.958\times10^{-3}\ \mathrm{ns}^{-1}.$$

Two sink sites give $k_s=2k_b=5.916\times10^{-3}$ ns$^{-1}$. Splitting must also overcome the binding energy, and emission the energy difference between a trapped dopant and a pair:

$$k_d=\nu e^{-(E_m+E_b)/\theta}=2.859\times10^{-2}\ \mathrm{ns}^{-1},$$

$$k_e=k_t\,e^{-(E_s-E_b)/\theta}=2.904\times10^{-4}\ \mathrm{ns}^{-1}.$$

Good mixing is a real restriction. An interstitial just released by a pair is still beside its dopant and may be recaptured at once, which this model ignores. With nearest-neighbour hops on a simple cubic lattice of this size, a given site is found after about $1.4L$ hops rather than $L$, and positions relax in about 4 ns, only half of the shortest mean waiting time, so this cell is only roughly well mixed. Corrected rate constants can account for part of this effect. Where they do not suffice, positions must enter the state; the algorithm itself is unchanged.

**One step.** Take $(I,P,T)=(2,1,1)$, so $D=3$. In the order of the list, the propensities are

$$\begin{aligned}k_b\cdot3\cdot2&=0.01775,\\ k_d\cdot1&=0.02859,\\ k_t\cdot1\cdot3&=0.00887,\\ k_e\cdot1\cdot2&=0.00058,\\ k_s\cdot2&=0.01183,\end{aligned}$$

all in ns$^{-1}$, with the sum $A=0.06763$ ns$^{-1}$. For $u=0.30$ the waiting time is $1.204/0.06763=17.8$ ns. For $w=0.60$ the mark is $wA=0.0406$ ns$^{-1}$. It lies above the first partial sum, 0.0177, and below the second, 0.0463, so the pair splits. The new state is $(3,0,1)$.

## Completion and frozen segregation

The sink is irreversible. Once no interstitial is left, free or paired, every propensity vanishes and the segregated dopants are frozen in place. The mean time $m_x$ to this end follows from the first step: wait $1/A$ on average, then continue from the next state,

$$m_x=\frac{1}{A(x)}+\sum_j\frac{a_j(x)}{A(x)}\,m_{x+v_j}.$$

There are 46 states, so these linear equations can be solved numerically. From the start $(3,0,0)$ they give a mean completion time of 409.8 ns, or $1.694\times10^{10}$ atomic units. Replacing $1/A$ by 1 gives the mean number of events, 14.9. Omitting the source term and fixing $T$ in the end states gives the mean final number of trapped dopants, 1.348.

A run of 20,000 trajectories gave $411.1\pm1.8$ ns and $1.343\pm0.007$ trapped dopants, where the uncertainties are standard errors of the mean. Both results lie within one standard error of the linear-equation values.

The mean hides a broad distribution. The probabilities of ending with 0, 1, 2, 3 or 4 trapped dopants are 0.214, 0.364, 0.295, 0.113 and 0.014. About one cell in five ends with no segregation at all.

## Rejection is correct but may be costly

Another repair of the fixed step keeps continuous time but uses a clock that ticks at random with a constant rate $R\ge A(x)$ in every state. A tick becomes an event with probability $A/R$ and is otherwise rejected. The number of ticks in time $t$ has a Poisson distribution, so the survival probability is

$$\sum_{n=0}^{\infty}e^{-Rt}\frac{(Rt)^n}{n!}\left(1-\frac{A}{R}\right)^n=e^{-Rt}e^{Rt-At}=e^{-At}.$$

If accepted events are assigned to channels in proportion to $a_j$, the law is the same as before. The difference is cost. A visit to a state lasts $1/A$ on average and uses $R/A$ ticks on average, so a complete trajectory needs $R\langle t\rangle$ ticks.

With the attempt rate as clock, $R=\nu$, this is $10^4\times409.8=4.1\times10^6$ ticks for 14.9 events. With the smallest permitted clock, the largest $A$ of any state, $R=0.1213$ ns$^{-1}$ and the cost is 49.7 ticks, about 3.3 per event. The large gain is thus over a clock tied to atomic vibrations. Over a tight clock it is modest in this cell, but the tight clock requires a bound on $A$ to be known in advance.

Removing null ticks does not remove unproductive events. While all traps are empty, a pair splits rather than being trapped with the odds

$$\frac{k_d}{k_tM}=\frac{0.02859}{4\times0.002958}=2.4.$$

For weak binding, $k_d$ grows and so do these odds. The number of events nevertheless stays limited in this cell, because each released interstitial may reach the sink before it binds again. If pairs split at once, an interstitial binds on average $Nk_b/k_s=2.5$ times before it is lost. Each binding is followed by a splitting, so the three interstitials cause $3(2\times2.5+1)=18$ events on average, little more than the present 14.9. With a much slower sink, pairs would form and dissolve many times. Each such event is real, but a cheaper scheme would then have to treat the fast reaction separately.

## Changing the clock and changing the choice

**Advancing time by the mean.** One may replace the random $\tau$ by $1/A$ and save a logarithm. Consider a given sequence of visited states. Because channels are chosen independently of waiting times, the waits along the sequence are independent exponentials, with means $1/A$ and variances $1/A^2$. The mean completion time is therefore unchanged. The total variance is the mean variance at fixed sequence plus the variance of the means between sequences:

$$\mathrm{Var}(t)=\left\langle\sum\frac{1}{A^2}\right\rangle+\mathrm{Var}\left(\sum\frac{1}{A}\right).$$

The sums run over visited states. The mean-time clock keeps the second term and loses the first. Linear equations of the same type as above give a true standard deviation of 259.5 ns, against 227.8 ns for the mean-time clock. The lost variance is $1.545\times10^4$ ns$^2$, or 23% of the true variance. The shortcut is sound for the mean completion time and for the final composition, which depends on the sequence alone. It fails for the spread of completion times and for any record taken at a fixed time. From the start $(3,0,0)$, for example, the first step always takes $1/A=16$ ns, so this clock shows no event at all before that moment.

**Choosing open channels with equal chance.** This serves as a control, because it changes the sequence itself. If every channel with a non-zero propensity is equally likely, the mean final number of trapped dopants becomes 0.937 instead of 1.348, which is 31% too low. No adjustment of the clock can repair this, because the final composition does not depend on the clock.

## Why not solve equations for the means?

A simpler description would follow only the mean numbers. The exact mean segregation rate in the cell is

$$\frac{d\langle T\rangle}{dt}=k_t\langle P(M-T)\rangle-k_e\langle TI\rangle.$$

Means of products are not products of means. With $\langle PT\rangle=\langle P\rangle\langle T\rangle+\mathrm{cov}(P,T)$, and likewise for $TI$,

$$\begin{aligned}\frac{d\langle T\rangle}{dt}={}&k_t\left[\langle P\rangle(M-\langle T\rangle)-\mathrm{cov}(P,T)\right]\\&-k_e\left[\langle T\rangle\langle I\rangle+\mathrm{cov}(T,I)\right].\end{aligned}$$

Rate equations written for the means alone drop the covariances. At 200 ns the matrix exponential gives $\langle I\rangle=0.907$, $\langle P\rangle=0.309$ and $\langle T\rangle=0.901$, with $\mathrm{cov}(P,T)=-0.0073$ and $\mathrm{cov}(T,I)=0.151$. The first covariance raises the flux by $k_t\times0.0073=2.2\times10^{-5}$ ns$^{-1}$, and the second lowers it by $k_e\times0.151=4.4\times10^{-5}$ ns$^{-1}$. The flux falls from $2.599\times10^{-3}$ to $2.577\times10^{-3}$ ns$^{-1}$, a change of 0.9%.

This compares fluxes at the same, exact means. Rate equations integrated numerically from the start also drop the covariance of $D$ and $I$ in the binding rate, and their means drift away from the exact ones. They end with 1.410 trapped dopants, 4.6% above the exact mean. About half of this gap comes from the covariance of $D$ and $I$, and about half from the accumulated effect of the two covariances above. They also give no distribution, and so cannot tell that a fifth of the cells have no segregated dopant.

## The closed cell and the meaning of an average

Without the sink, $I+P=K$ is conserved and the cell reaches equilibrium. The weight of a state follows from counting. Dopants are assigned to their three roles in $N!/(D!P!T!)$ ways, and interstitials to the $P$ paired dopants in $K!/I!$ ways. The trapped dopants occupy traps in $M!/(M-T)!$ ways. Each isolated dopant, pair and free interstitial has $L$ positions in the dilute limit. Therefore

$$W=\frac{N!}{D!P!T!}\,\frac{K!}{I!}\,\frac{M!}{(M-T)!}\,L^{D+P+I}\,e^{(E_bP+E_sT)/\theta}.$$

Binding lowers $D$ and $I$ by one and raises $P$ by one, which gives

$$\frac{W'}{W}=\frac{DI}{P+1}\,\frac{e^{E_b/\theta}}{L}=\frac{k_bDI}{k_d(P+1)}.$$

The right side is the forward propensity over the reverse one, so the two flows balance. Trapping lowers $P$ and raises $T$ and $I$; the power of $L$ is unchanged, and

$$\frac{W'}{W}=\frac{P(M-T)}{(T+1)(I+1)}\,e^{(E_s-E_b)/\theta}=\frac{k_tP(M-T)}{k_e(T+1)(I+1)}.$$

Every reaction is balanced by its reverse, and the normalized weights $\pi_x$ are stationary.

They give a mean of 2.79 trapped dopants, about twice the 1.35 of the open cell. The two models differ in the sink alone: it removes the interstitials that carry dopants to the interface before segregation is complete. An equilibrium segregation coefficient would overestimate segregation in this anneal, because the sink is fast. With a much slower sink the frozen value would approach the mean of $T$ over the weights $W$ with $P=0$, which is 2.95. This lies above 2.79, since no dopants are then held in pairs.

The closed cell also shows how a trajectory must be averaged. A state occupied for the fraction $\pi_x$ of the time is left $\pi_xA(x)$ times per unit time. Counting each visited state once therefore weights it by $\pi_xA(x)$, which favours short-lived states. For the number of pairs, the correct time average is 0.477 and the average over events is 0.745. A simulation of 300,000 events gave $0.477\pm0.001$ and $0.745\pm0.001$ respectively. Weighting each visit by its duration removes the bias. Weighting it by its mean duration $1/A$ gives the same long-run average, since $\pi_xA\times(1/A)=\pi_x$.

## When the temperature changes

In a ramp the rates change while the system waits. Time-translation symmetry is lost, and with it the simple exponential. Survival still loses the fraction $A(t)\,dt$ in each short interval, so $dS/dt=-A(t)S$ and

$$S(t)=\exp\left[-\int_0^tA(t')\,dt'\right].$$

The waiting time now solves $\int_0^\tau A(t')\,dt'=-\ln u$. The channel is then chosen with the probabilities $a_j(\tau)/A(\tau)$ at the moment of the event. If these ratios change during the ramp, channel and waiting time are no longer independent.

As an example, let the total rate rise as $A(t)=A_0(1+A_0t)$, so that it doubles by $t=1/A_0$. The integral up to that time is $1+\tfrac12$, and the survival probability is $e^{-1.5}=0.223$. Freezing the rate at its initial value would give $e^{-1}=0.368$. The waiting time follows from $A_0\tau+(A_0\tau)^2/2=-\ln u$, whose positive root is

$$\tau=\frac{\sqrt{1-2\ln u}-1}{A_0}.$$

For $-\ln u\ll1$ the square root is approximately $1-\ln u$, and the constant-rate formula returns. The isothermal algorithm, with its rates recomputed at the current temperature after every event, is therefore a good approximation when every propensity changes by a small fraction during one waiting time, even if all of them change greatly over the whole anneal. A nearly constant $A$ is not enough: a rare channel with a high barrier can speed up strongly during one wait while the total hardly moves, and in a heating ramp its events would then be undercounted.
